# Why fast protons cannot outrun their counteranions in a resist

When an acid in a resist film is split into protons and monovalent anions, and the film contains no other ions, mobile or fixed, the two species spread together with the diffusivity

$$D_a=\frac{2D_+D_-}{D_++D_-}=\frac{2D_-}{1+D_-/D_+}<2D_- .$$

Here $D_+$ and $D_-$ are the diffusivities that the proton and the anion would have without their mutual electric field. The second form shows the ceiling: raising $D_+$ without limit brings $D_a$ up to $2D_-$ and no further. The result holds for dilute, dissociated ions in mean field, when the acid pattern is much wider than the Debye length. Ion pairing lowers the ceiling if a pair carries the summed friction of its two ions, and in a dissociated film a second cation, mobile or fixed, can raise it.

## Two fluxes and one field

Let $c_+$ and $c_-$ be the number densities of protons and anions. Each species moves down its own density gradient and drifts in the electric field $\mathbf E$. It is convenient to use the reduced field $\mathbf F=e\mathbf E/kT$, an inverse length. The mobility of an ion is $D/kT$ by the Einstein relation, so the fluxes are

$$\mathbf J_+=-D_+(\nabla c_+-c_+\mathbf F),\qquad
\mathbf J_-=-D_-(\nabla c_-+c_-\mathbf F).$$

The field terms differ in sign because the charges do. Neither species is created or lost during the diffusion considered here, so $\partial c_\pm/\partial t=-\nabla\cdot\mathbf J_\pm$.

The field comes from the ions themselves. With $\varepsilon$ the full permittivity of the film, Gauss's law reads $\nabla\cdot\mathbf E=e(c_+-c_-)/\varepsilon$, or

$$\nabla\cdot\mathbf F=4\pi l_B(c_+-c_-),\qquad l_B=\frac{e^2}{4\pi\varepsilon kT}.$$

The Bjerrum length $l_B$ is the distance at which two unit charges interact with energy $kT$.

Suppose that a nearly uniform film of density $c$ acquires a small, smooth charge $q=c_+-c_-$. Subtracting the two continuity equations and keeping the drift terms, which dominate for a wide disturbance, gives

$$\frac{\partial q}{\partial t}=-(D_++D_-)c\,\nabla\cdot\mathbf F=-4\pi l_Bc(D_++D_-)\,q .$$

The charge therefore decays exponentially, down to a small residue maintained by the neglected diffusion terms. In terms of the Debye length $\lambda_D=(8\pi l_Bc)^{-1/2}$, for which $4\pi l_Bc=1/(2\lambda_D^2)$, the decay time is

$$\tau=\frac{2\lambda_D^2}{D_++D_-}.$$

Diffusion over a length $L\gg\lambda_D$ takes far longer than this if it proceeds at a rate of order $D_a/L^2$. On that longer time scale we may set $c_+=c_-=c$ in the fluxes. This does not set the field to zero: a very small charge difference is enough to produce the field that keeps the densities together.

## Eliminating the field

With equal densities, divide each flux by its own diffusivity:

$$\frac{\mathbf J_+}{D_+}=-\nabla c+c\mathbf F,\qquad
\frac{\mathbf J_-}{D_-}=-\nabla c-c\mathbf F.$$

The unknown field cancels in the sum, which is $-2\nabla c$. Now take the divergence. Both densities equal $c$, so both $\nabla\cdot\mathbf J_+$ and $\nabla\cdot\mathbf J_-$ equal $-\partial c/\partial t$. For uniform diffusivities,

$$\left(\frac1{D_+}+\frac1{D_-}\right)\frac{\partial c}{\partial t}=2\nabla^2c
\quad\Longrightarrow\quad
\frac{\partial c}{\partial t}=D_a\nabla^2c .$$

The inverse diffusivities add, so the slower ion dominates. If the two ions are equally mobile, $D_a$ equals their common diffusivity. If the anion is fixed to the polymer, $D_-=0$ and $D_a=0$: the proton density stays locked to the anion pattern on scales large compared with the Debye length, apart from a small fraction of protons that leaks into regions free of anions.

The field follows from the difference of the fluxes,

$$\mathbf J_+-\mathbf J_-=-(D_+-D_-)\nabla c+(D_++D_-)c\,\mathbf F .$$

In a one-dimensional pattern with no current through its boundaries, neutrality makes this difference vanish everywhere. Hence

$$\mathbf F=\beta\,\nabla\ln c,\qquad \beta=\frac{D_+-D_-}{D_++D_-}.$$

For $D_+>D_-$ the field points towards the higher acid density. It pulls protons back and pushes anions outwards. Putting it into the proton flux gives $-D_+(1-\beta)\nabla c$, and since $1-\beta=2D_-/(D_++D_-)$ this is $-D_a\nabla c$. The anion flux is $-D_-(1+\beta)\nabla c$, and $1+\beta=2D_+/(D_++D_-)$ gives the same result. This argument is local, so the flux law also holds in one dimension when the diffusivities vary from place to place.

## Where the factor of two comes from

Let the proton become infinitely fast. Its flux must stay finite, so diffusion and drift must balance: $\nabla c=c\mathbf F$, or $\mathbf F=\nabla\ln c$. This is the Boltzmann distribution of the protons in the field that both ions create. The anion then feels two equal pushes. Its own density gradient contributes $-D_-\nabla c$, and the field contributes $-D_-c\mathbf F=-D_-\nabla c$. The total is $-2D_-\nabla c$. The proton can lend the anion its full entropic drive, but no more.

The same count works at any mobility. Write the friction coefficients as $\zeta_\pm=kT/D_\pm$. Per unit volume, each species is driven by the osmotic force $-kT\nabla c$. When both move with a common velocity $\mathbf v$, the electric forces on them cancel in the sum, leaving

$$c(\zeta_++\zeta_-)\mathbf v=-2kT\nabla c,
\qquad D_a=\frac{2kT}{\zeta_++\zeta_-}.$$

Two particles supply the drive, and their frictions add. Removing the proton's friction leaves $2kT/\zeta_-=2D_-$.

## Patterns comparable with the Debye length

To see what neutrality conceals, add small ripples $\delta_\pm\cos kx$ to a uniform density $c$ and keep Gauss's law. With $s=4\pi l_Bc=1/(2\lambda_D^2)$, the linearized equations are

$$\dot\delta_+=-D_+[k^2\delta_++s(\delta_+-\delta_-)],\qquad
\dot\delta_-=-D_-[k^2\delta_--s(\delta_+-\delta_-)].$$

For solutions proportional to $e^{-\Gamma t}$, the determinant condition is

$$P(\Gamma)=\Gamma^2-(D_++D_-)(k^2+s)\Gamma+D_+D_-k^2(k^2+2s)=0 .$$

The larger root describes charge relaxation at long wavelengths. The smaller root describes the joint spreading; write it as $\Gamma=D(k)k^2$. Two trial values locate it. Since $(D_++D_-)D_a=2D_+D_-$, the terms in $s$ cancel in

$$P(D_ak^2)=k^4(D_a^2-D_+D_-)\le0 .$$

The sign holds because a harmonic mean does not exceed a geometric mean. $P$ is an upward parabola, so $D_ak^2$ lies between its roots. For $D_+\ge D_-$ the other trial gives

$$P(D_-k^2)=k^2s\,D_-(D_+-D_-)\ge0 .$$

Now $D_-k^2\le D_ak^2$, so this point cannot lie beyond the larger root and must lie at or below the smaller one. Therefore $D_-\le D(k)\le D_a$. In this linear model a finite Debye length slows the joint mode, unless the two diffusivities are equal, and does not lift it above the ceiling.

For wide patterns, put $D(k)=D_a+\delta D$ into $P=0$, divide by $k^2$ and keep the first correction in $k^2/s$:

$$(D_++D_-)s\,\delta D=k^2(D_a^2-D_+D_-).$$

With $1/s=2\lambda_D^2$ and $D_+D_-=D_a(D_++D_-)/2$ this becomes

$$\frac{\delta D}{D_a}=-k^2\lambda_D^2\left(1-\frac{2D_a}{D_++D_-}\right)=-\beta^2k^2\lambda_D^2 .$$

The ceiling concerns this joint mode. During charge relaxation, protons do move ahead of the anions, and where the acid density tends to zero the local Debye length grows and neutrality is no longer a safe assumption.

## A resist pattern in numbers

Take a periodic acid pattern with a pitch of 260 nm, baked for 60 s at 383 K. The mean acid density is $\bar c=0.01\ \mathrm{nm^{-3}}$, and the initial profile is $\bar c(1+0.8\cos kx)$. The relative permittivity is 4, and the diffusivities are $D_+=50$ and $D_-=5\ \mathrm{nm^2/s}$. Then

$$D_a=\frac{2(50)(5)}{55}=9.09\ \mathrm{nm^2/s}=9.09\times10^{-14}\ \mathrm{cm^2/s}.$$

A tenfold advantage in proton mobility already brings the pair to 91% of the ceiling of $10\ \mathrm{nm^2/s}$. The blur length $\sqrt{2D_at}$ is 33 nm. It would be 24 nm at the anion's own diffusivity and 77 nm at the proton's.

The neutral model reduces the modulation by the factor $e^{-D_ak^2t}$. With $k=2\pi/260\ \mathrm{nm^{-1}}$ the exponent $D_ak^2t$ is 0.319 and the factor 0.727. A finite-volume solution of the nonlinear flux equations with Gauss's law, in which neutrality was not imposed, also leaves 0.727 of the anion modulation. The apparent diffusivities obtained from the decay are 9.10 for protons and $9.09\ \mathrm{nm^2/s}$ for anions. With the field switched off and all else unchanged, they return to 50 and 5; the surviving fractions are then 0.17 for protons and 0.84 for anions. With the field on and protons $10^4$ times faster than anions, the anion pattern spreads at $10.0\ \mathrm{nm^2/s}$.

The Bjerrum length is 10.9 nm, which gives an ideal Debye length of 0.60 nm at the mean density and 1.35 nm at the initial minimum. The relaxation time is $2(0.604)^2/55$ s, or 13 ms, against a bake of 60 s. The leading Debye correction lowers $D_a$ by a fraction of only $1.4\times10^{-4}$.

After the bake the largest field in the simulation is 0.0047 MV/cm. The formula explains its size. The remaining modulation is $m=0.8\times0.727=0.58$, the steepest value of $|\nabla\ln c|$ is $km/\sqrt{1-m^2}=0.017\ \mathrm{nm^{-1}}$, and multiplication by $\beta=0.82$ and $kT/e=33$ mV gives 0.47 mV/nm. The largest charge imbalance at that time is 0.12% of the local anion density; early in the bake, when the profile is steeper, it is about 0.6%. So small an imbalance lowers the proton diffusivity by a factor of more than five, and the blur length by a factor of 2.3.

## When the ions are paired

The example also exposes a weakness of its own starting point. The Bjerrum length is about three times the mean spacing $(2\bar c)^{-1/3}$ between ions. Their attraction is then too strong for a mean-field picture of free ions, and most protons should be bound to anions.

Consider a pair whose partners keep their separate frictions. The bond forces cancel when the two equations of motion are added, so only the random forces $\xi_\pm$ move the combination $\zeta_+x_++\zeta_-x_-$. The strengths of these forces add to $2kT(\zeta_++\zeta_-)$. Dividing by the squared total friction gives the rate at which the mean square displacement of the friction-weighted centre grows along one axis. That rate is $2D_p$, so

$$D_p=\frac{kT(\zeta_++\zeta_-)}{(\zeta_++\zeta_-)^2}=\frac{kT}{\zeta_++\zeta_-}=\frac{D_a}{2}.$$

The friction is that of the two free ions, but a pair is one diffusing particle and supplies one unit of osmotic drive. For infinitely fast protons, $D_p$ tends to $D_-$.

Now let free ions of density $c_f$ be in fast equilibrium with pairs of density $c_p=Kc_f^2$. The total acid density is $c=c_f+c_p$, and $\alpha=c_f/c$ is the free fraction. Then $Kc_f=(1-\alpha)/\alpha$, and

$$\frac{dc}{dc_f}=1+2Kc_f=\frac{2-\alpha}{\alpha}.$$

Under neutrality and zero current the total flux is $-D_a\nabla c_f-D_p\nabla c_p$. With $w=dc_f/dc=\alpha/(2-\alpha)$, this gives

$$D_{\rm eff}=D_aw+\frac{D_a}{2}(1-w)=\frac{D_a}{2}\left(1+\frac{\alpha}{2-\alpha}\right).$$

Full dissociation recovers $D_a$, and full pairing gives half of it.

The Fuoss estimate of the association constant is $K=(4\pi a^3/3)e^{l_B/a}$, with $a$ the contact distance. For a rough $a=0.7$ nm, the condition $K\bar c\alpha^2=1-\alpha$ gives $\alpha\approx0.003$. The diffusivity is then $4.55\ \mathrm{nm^2/s}$ and the blur 23 nm, slightly below that of the anion alone because each pair also carries the proton's friction. The free ions are so dilute that their own Debye length is about 10 nm, but a linear mode calculation that includes both Gauss's law and pairing still gives 4.55 at this pitch. With protons $10^4$ times faster than anions it gives $5.01\ \mathrm{nm^2/s}$, close to $D_-$ and half the dissociated ceiling.

## When another cation is present

The elimination of the field relied on there being two ionic species of equal density. Suppose the film also contains onium cations M$^+$ with their anions, all dissociated. Zero current now requires

$$\mathbf F=\frac{D_+\nabla c_++D_M\nabla c_M-D_-\nabla c_-}{D_+c_++D_Mc_M+D_-c_-}.$$

If protons are a trace in excess salt that is otherwise uniform, their drift term $c_+\mathbf F$ is negligible beside $\nabla c_+$, and a proton ripple spreads with $D_+$. The other ions carry the compensating current.

An ionic acid generator makes this case relevant. Exposure replaces M$^+$ by H$^+$ and leaves the anions uniform, so initially $\nabla c_M=-\nabla c_+$ and $\nabla c_-=0$. Consider a small ripple about $c_+=0.01$, $c_M=0.04$ and $c_-=0.05\ \mathrm{nm^{-3}}$, with $D_M=3\ \mathrm{nm^2/s}$ and the other diffusivities as before. The denominator is $0.50+0.12+0.25=0.87$, and

$$\mathbf J_+=-50\left(1-\frac{0.01\times47}{0.87}\right)\nabla c_+\approx-23\,\nabla c_+ ,$$

with the coefficient in $\mathrm{nm^2/s}$. Integrating the linearized three-ion equations over the bake leaves 0.45 of the proton ripple, an apparent diffusivity of about $23\ \mathrm{nm^2/s}$. This is more than twice the supposed ceiling of 10. The decay is a sum of two diffusive modes, at 23.8 and $3.6\ \mathrm{nm^2/s}$; the slow one carries only about 4% of the proton ripple, so it matters little in this bake but lowers the apparent value at much longer times. At the start the field drives an anion flux $-D_-c_-\mathbf F\approx-13.5\,\nabla c_+$, in the same direction as the protons. This balances more than half of the proton current, and onium ions moving the other way balance the rest. As the anions build up a ripple of their own their share falls, to slightly under half by the end of the bake. Because anions outnumber protons five to one, a slow drift of all of them is enough. A basic quencher that turns into a mobile cation on taking up a proton likewise adds a third ion, so the two-ion bound cannot be assumed there either.

Even a cation that cannot move may lift the bound, because its mobile anions can carry the compensating current. For a uniform, fixed background of density $c_M$, neutrality requires $c_-=c_++c_M$ and $\nabla c_-=\nabla c_+$. Setting $D_M=0$ in the field above then gives the proton diffusivity

$$\frac{D_+D_-(c_++c_-)}{D_+c_++D_-c_-},$$

which is $20\ \mathrm{nm^2/s}$ for a small ripple at the densities used here. It returns to $D_a$ when $c_+=c_-$.

The values in this section are for dissociated ions. In the pair model above, a pair is neutral and the field does not act on it. With the association constant estimated above, nearly all protons are paired at these densities. Most of the acid then moves with $D_p$ even when the onium ions are present, and the gain from them is largely lost.

## What this means for a real film

The parameters are illustrative, with a KrF-type polyhydroxystyrene resist and a non-ionic acid generator in mind. The separate diffusivities of the free proton and anion are assumed, not measured, and real ones depend on the polymer, the anion and the bake temperature. The assumption that these values most clearly break is dissociation. By the estimate above, pairing moves the diffusivity from 9.1 to about $4.6\ \mathrm{nm^2/s}$ and the blur from 33 to 23 nm. The pairing estimate is itself crude at this coupling strength, since it omits larger ion clusters and the binding of protons to the polymer. It also assumes that a pair keeps the summed friction of its two ions. A neutral acid molecule need not do so, and when nearly all the acid is paired the blur is set by the pair's own diffusivity, which the two-ion ceiling does not bound. Acid loss, quenching and the change of diffusivity during deprotection are also left out. Within these limits, a larger or more strongly held anion reduces acid blur even when the proton is very mobile. If the acid is dissociated, other ions in comparable numbers, mobile or fixed, can weaken this effect.
